# One Half, Not Three Eighths: Classical Ionisation of a Metal Sphere

Take a neutral, ideally conducting sphere of radius $R$, and give the electron a simple classical form. Outside the metal it is a unit negative charge spread over a tiny shell of radius $a$. When it enters the metal, the shell dissolves and its charge spreads over the conductor.

Before removal there is no net charge anywhere and no electric field, so the electrostatic energy is zero. After removal the shell is far away with self-energy $e^2/(2a)$, and the sphere carries charge $+e$ with self-energy $e^2/(2R)$. The work done is

$$I=\frac{e^2}{2a}+\frac{e^2}{2R}.$$

For a plane, the positive charge left behind spreads over an unlimited area and stores no energy. The work is then $W=e^2/(2a)$, which is the work function of this toy metal. Hence

$$I=W+\frac{e^2}{2R}.$$

No path was followed and no force was integrated. Energies of two states were subtracted, and the coefficient is one half.

## The belief and its appeal

A different argument gives $I=W+3e^2/(8R)$. An electron outside a plane conductor is attracted by its image, and the work to take it from height $d$ to infinity is $e^2/(4d)$. This diverges at the surface, so one stops at a cutoff $d_0$ chosen to give the known work function, $W=e^2/(4d_0)$. For $W=2.8$ eV the cutoff is 1.29 Å, a reasonable atomic length. One then repeats the calculation for a sphere with the same $d_0$, since the metal and its surface are the same. The image formula for the sphere gives $W+3e^2/(8R)$.

The electrostatics in this argument is correct, and so is the expansion that produces $3/8$. The fault lies in what the result is taken to mean. To find it, we need both the total work and its division along the path.

From here on I use atomic units, with $e=1$; a factor $e^2$ restores the Gaussian form of each energy. The sphere's charge $Q$ is counted in units of $+e$, and the electron has charge $-1$.

## The total work

The toy electron is not needed for the general result. Let $E(Q)$ be the energy of a sphere with charge $Q$, treated as continuous. Remove a little electronic charge, so that $Q$ grows by $dQ$. Bringing this charge through the surface to a point just outside costs $W\,dQ$. Taking it from there, at potential $Q/R$, to infinity costs a further $(Q/R)\,dQ$, because negative charge is pulled back by a positive sphere. Thus

$$dE=\left(W+\frac{Q}{R}\right)dQ .$$

An infinitesimal charge has an image energy of second order in $dQ$, so no image term appears. The classical assumption is that $W$ depends neither on $R$ nor on $Q$. Removing one electron from the neutral sphere gives

$$I=\int_0^1\left(W+\frac{Q}{R}\right)dQ=W+\frac{1}{2R}.$$

The electron affinity $A$ is the energy needed to remove the extra electron from a sphere of charge $-1$:

$$A=\int_{-1}^{0}\left(W+\frac{Q}{R}\right)dQ=W-\frac{1}{2R}.$$

For a sphere that already has charge $Z$, the limits are $Z$ and $Z+1$, and the work is $W+(Z+\tfrac12)/R$. The half is the average of the charge during the removal, measured from its initial value.

## The work outside the sphere

Now put a point electron at distance $r=R+d$ from the centre of a sphere with total charge $+1$. On a sphere of radius $s<r$ the electron's potential is

$$\phi_{\rm ext}=-\sum_{l=0}^{\infty}\frac{s^l}{r^{l+1}}P_l(\cos\theta),$$

and the charge on the metal produces, for $s\ge R$,

$$\phi_{\rm ind}=\frac1s+\sum_{l=1}^{\infty}\frac{B_l}{s^{l+1}}P_l(\cos\theta).$$

The first term is fixed by the total charge. The surface must be an equipotential, so at $s=R$ every term with $l\ge1$ must cancel:

$$B_l=\frac{R^{2l+1}}{r^{l+1}} .$$

The surface potential is what remains, $\Phi=1/R-1/r$. The energy, without the electron's own self-energy, is half the sum of charge times potential. The metal has charge $+1$ at potential $\Phi$, and the electron has charge $-1$ in the potential $\phi_{\rm ind}(r)$:

$$U(r)=\frac12\left[\frac1R-\frac1r\right]-\frac12\left[\frac1r+\sum_{l=1}^{\infty}\frac{R^{2l+1}}{r^{2l+2}}\right].$$

The sum is a geometric series with ratio $R^2/r^2$ and first term $R^3/r^4$, so it equals $R^3/[r^2(r^2-R^2)]$. Therefore

$$U(r)=\frac1{2R}-\frac1r-\frac{R^3}{2r^2(r^2-R^2)} .$$

The three terms are the energy of the charged sphere, the attraction by its net charge, and the polarisation of the sphere. A separate numerical solution, which fits surface multipoles until the potential is constant, agrees with this formula within $4.4\times10^{-12}\,e^2/R$ at $r/R=1.3$, 1.7 and 3.

The work from height $d$ to infinity is $S(d)=U(\infty)-U(r)$:

$$S(d)=\frac1r+\frac{R^3}{2r^2(r^2-R^2)} .$$

Set $\epsilon=d/R$. Since $r^2-R^2=R^2\epsilon(2+\epsilon)$,

$$RS=\frac1{1+\epsilon}+\frac1{4\epsilon}\,\frac{1}{(1+\epsilon)^2(1+\epsilon/2)} .$$

For small $\epsilon$, the last fraction is $1-2\epsilon-\epsilon/2+O(\epsilon^2)$. Consequently

$$RS=1+\frac1{4\epsilon}-\frac58+O(\epsilon),$$

$$S(d)=\frac1{4d}+\frac{3}{8R}+O\!\left(\frac{d}{R^2}\right).$$

The $3/8$ is thus $1-5/8$. The net charge of the sphere adds $1/R$ to the work. The sphere polarises less than a plane at the same height, which takes away $5/(8R)$.

Image charges show where the $5/8$ comes from. A sphere held at zero potential has one image charge, which binds the electron by $R/[2(r^2-R^2)]\approx1/(4d)-1/(8R)$. Curvature alone therefore takes away $1/(8R)$. An isolated sphere must also keep its total charge fixed. This requires a compensating charge $-R/r$ at the centre, which repels the electron and takes away a further $R/(2r^2)\approx1/(2R)$.

## The missing eighth

Measure energies from the initial neutral sphere. At infinity the energy is $W+1/(2R)$. At height $d$, with $d$ small compared with $R$ but large enough for the image law to hold, it is lower by $S(d)$:

$$W+\frac1{2R}-\frac1{4d}-\frac3{8R}=W-\frac1{4d}+\frac1{8R}.$$

For a plane the energy at this height is $W-1/(4d)$. The work from the interior to height $d$ is therefore larger for the sphere by $1/(8R)$. The image argument assumes that this inner part is the same for both. It keeps the $3/8$ from the outer part and discards the $1/8$ from the inner part.

The eighth has a clear origin. When the electron is near the surface, the sphere has its charging energy $1/(2R)$, the attraction by its net charge contributes $-1/R$, and the weaker polarisation contributes $+5/(8R)$. The sum is $1/(8R)$. Of the $5/8$, the part $1/2$ due to the fixed total charge cancels against the first two terms. What remains is the effect of curvature on the image attraction.

One can also ask which cutoff would have given the correct answer. It must satisfy, to leading order,

$$\frac1{4d_*}+\frac3{8R}=\frac1{4d_0}+\frac1{2R}.$$

Subtracting $3/(8R)$ and multiplying by 4 gives $1/d_*=1/d_0+1/(2R)$, or

$$d_*=\frac{d_0}{1+d_0/(2R)}\approx d_0-\frac{d_0^2}{2R}.$$

A cutoff that changes by a small amount of order $1/R$ changes the work by the same order as the term sought. Fixing $d_0$ is therefore not a harmless detail: it decides the coefficient.

The toy electron shows the difficulty in another way. Its work function $1/(2a)$ corresponds to $d_0=a/2$. But a shell of radius $a$ whose centre is at height $a/2$ already cuts into the metal. The formula for a charge wholly outside is being used where the charge is not wholly outside.

The same mistake affects the affinity. When the extra electron leaves a sphere of charge $-1$, the sphere left behind is neutral. The term $1/r$ is then absent from $S$, and to leading order the fixed cutoff gives $W-5/(8R)$ instead of $W-1/(2R)$. Both coefficients are too low by $1/8$. To this order their difference is unaffected:

$$I-A=\frac{3/8+5/8}{R}=\frac{1/2+1/2}{R}=\frac1R .$$

Agreement of $I-A$ with $1/R$ at leading order therefore cannot support one argument against the other. At finite $R$ the full image expressions with a fixed cutoff differ by the absent term, $1/(R+d_0)$.

## A metal in which nothing diverges

The inner work can be computed directly if the metal screens over a finite length $\lambda$. Let its induced charge density $\rho$, confined to the sphere, minimise

$$F=\int\!\rho\,\phi_{\rm ext}+\frac12\iint\frac{\rho\rho'}{|\mathbf r-\mathbf r'|}+2\pi\lambda^2\!\int\!\rho^2$$

at total charge $+1$. The last term is the cost of compressing the electron gas in linear response. With a Lagrange multiplier $\phi_0$ and total potential $\phi=\phi_{\rm ext}+\phi_\rho$, the condition for a minimum is

$$\phi+4\pi\lambda^2\rho=\phi_0 .$$

Multiplying by $\rho$, integrating, and using the result to remove the quadratic terms from $F$ gives

$$F=\frac12\int\rho\,\phi_{\rm ext}+\frac12\phi_0 .$$

Poisson's equation for the charge $\rho$ becomes $\nabla^2\phi=(\phi-\phi_0)/\lambda^2$ inside, apart from the source at the electron.

First let the electron be at infinity, and write $x=R/\lambda$. The regular solution inside is $\phi=\phi_0+C\sinh(s/\lambda)/s$, and outside $\phi=1/s$. Continuity of the slope at $R$ gives

$$C\sinh x\,(x\coth x-1)=-1,$$

and continuity of the value gives $\phi_0=(1-C\sinh x)/R$. Hence

$$F_\infty=\frac{\phi_0}2=\frac1{2R}\,\frac{x\coth x}{x\coth x-1}.$$

Next put the electron at the centre. The whole system is neutral and spherically symmetric, so there is no field outside. For $x\gg1$ the potential inside is $\phi_0-e^{-s/\lambda}/s$, up to a term exponentially small in $x$. Removing the electron's own potential $-1/s$ leaves $\phi_\rho(0)=\phi_0+1/\lambda$. The integral $\int\rho\,\phi_{\rm ext}$ equals $-\phi_\rho(0)$, and so

$$F_{\rm centre}=-\frac12\left(\phi_0+\frac1\lambda\right)+\frac{\phi_0}2=-\frac1{2\lambda}.$$

The work to remove the electron, for $x\gg1$, is

$$F_\infty-F_{\rm centre}=\frac1{2\lambda}+\frac1{2R}\left(1+\frac1{x-1}\right).$$

Here $1/(2\lambda)$ is the work function of the model, and the leading size term again has coefficient one half. Direct minimisation of $F$ on radial shells gives 0.54544 and 0.52169 $e^2/\lambda$ for $R/\lambda=12$ and 24. The formula gives 0.54545 and 0.52174.

To divide the path, we need the energy with the electron outside. For each $l\ge1$ the potential inside is $\phi_l\propto i_l(s/\lambda)$, a modified spherical Bessel function. Let $g=x\,i_l'(x)/i_l(x)$. Matching value and slope at $R$ gives

$$g\left(\frac{B_l}{R^{l+1}}-\frac{R^l}{r^{l+1}}\right)=-\frac{lR^l}{r^{l+1}}-\frac{(l+1)B_l}{R^{l+1}} .$$

Solving for $B_l$,

$$B_l=\alpha_l\frac{R^{2l+1}}{r^{l+1}},\qquad \alpha_l=\frac{g-l}{g+l+1}.$$

Each multipole of the ideal conductor is reduced by $\alpha_l$, and $\alpha_l\to1$ as $\lambda\to0$. For a plane, the same matching for a surface wave number $p$ gives the factor $(\kappa-p)/(\kappa+p)$, where $\kappa^2=p^2+\lambda^{-2}$. The binding of the electron at height $d$ is then

$$b(d)=\frac12\int_0^\infty e^{-2pd}\,\frac{\kappa-p}{\kappa+p}\,dp .$$

At large $d$ only small $p$ matters, the fraction tends to 1, and $b\to1/(4d)$. At the surface, the substitution $p=\sinh u/\lambda$ turns the fraction into $e^{-2u}$ and gives $b(0)=1/(3\lambda)$. The energy passes through the surface with a finite value.

For $R=4000\lambda$ and $d=40\lambda$, the work above $d$ exceeds that for the plane by $0.3757\,e^2/R$, and the work below $d$ exceeds it by $0.1244\,e^2/R$. These are the $3/8$ and the $1/8$, up to small corrections from finite $d/R$ and $\lambda/R$. Both numbers belong to one continuous path. The work below $d$ is the total $F_\infty-F_{\rm centre}$ minus the work above $d$, so their sum, $0.5001\,e^2/R$, is the size term $\tfrac12[1+1/(x-1)]$ found above and not a separate result.

## A sodium-like sphere

Take $R=10$ Å, $W=2.8$ eV and a density parameter of 4 bohr. The last two are rough values typical of sodium. The sphere then holds about 105 conduction electrons. With $e^2=14.40$ eV Å,

$$\frac{e^2}{2R}=\frac{14.40}{20}=0.72\ \text{eV},\qquad \frac{3e^2}{8R}=0.54\ \text{eV}.$$

The classical ionisation energy is $2.80+0.72=3.52$ eV, whereas the fixed cutoff gives 3.34 eV. The discrepancy is 0.18 eV, a quarter of the size term. For the affinity, the classical value is $2.80-0.72=2.08$ eV, and the leading-order formula for the fixed cutoff gives 1.90 eV. The full image expression with the same cutoff gives 2.07 eV, because at this radius the higher orders in $d_0/R$ happen to nearly cancel the missing eighth. The agreement is an accident of this radius. At $R=20$ Å the two values differ by 0.045 eV. For much larger spheres the difference tends to $e^2/(8R)$: it vanishes along with the size term itself, but the coefficient is $-5/8$ and not $-1/2$.

The cutoff is $d_0=14.40/(4\times2.80)=1.29$ Å. Solving the full image expression for the cutoff that gives 3.52 eV yields 1.21 Å, a reduction of 0.077 Å. The leading estimate $d_0^2/(2R)$ is 0.083 Å. To obtain the classical ionisation energy of this sphere from the image argument, one would have to know the cutoff and its dependence on $R$ to better than a tenth of an ångström.

The image law is not valid at that height in any case. The Thomas–Fermi screening length for this density is 0.68 Å, so $d_0$ is about two screening lengths. At $d_0$ above a plane the image law gives a binding of 2.80 eV, and the screening model gives 1.85 eV. This comparison shows how sensitive the region is, but it is not a calculation of the work function of sodium. Even the sign of the change can differ in a real metal: the model keeps its charge inside the edge, whereas real electrons spill out and move the effective image plane outward. The model's own value, $e^2/(2\lambda)=14.40/(2\times0.677)=10.6$ eV, is far above 2.8 eV. It is the screening energy of a fixed point charge in linear response, so the model serves here to divide the work along the path and not to predict a work function.

## What a real metal adds

The assumption most open to doubt is that $W$ does not depend on $R$. In a real metal the surface density profile and the chemical potential respond to curvature, and this can add a term of the same order as the classical one:

$$I=W+\left(\frac12+c\right)\frac{e^2}{R},\qquad A=W-\left(\frac12-c\right)\frac{e^2}{R}.$$

The mean is $(I+A)/2=W+c\,e^2/R$, so the quantum coefficient $c$ drops out of $I-A$ at this order.

I estimated $c$ for jellium, in which the ions are replaced by a uniform positive background. The energy functional contains Thomas–Fermi and Weizsäcker kinetic energy, Dirac exchange and Wigner correlation, and the density has a trial profile with three parameters. The result depends strongly on the weight of the Weizsäcker term:

| Weight | $W$ (eV) | $c$ | $\tfrac12+c$ |
|---|---|---|---|
| 1/9 | 2.6 | −0.07 | 0.43 |
| 1 | 3.6 | −0.32 | 0.18 |

Doubling the radial step or leaving out the smallest sphere changes $c$ by less than 0.001. The fit is thus numerically stable, but the restriction to a trial profile matters more. The unrestricted minimum of the same functionals gives $c\approx-0.06$ for weight 1/9 and $c\approx-0.25$ for weight 1, with $W$ lower by about 0.02 eV and 0.1 eV. The two functionals disagree by more than either shift. What the estimate supports is a negative $c$ in both cases, with a poorly determined size. At $R=10$ Å, the term $c\,e^2/R$ is −0.10 eV or −0.46 eV. This sphere is somewhat smaller than those used in the fit, which held 216 to 4096 electrons, so these values are extrapolations. The trial profile alone makes them too negative by about 0.01 eV and 0.1 eV.

This matters for the reading of data. In the limit of large spheres, a metal with $c=-1/8$ would show a slope of $3/8$ in $I$ against $e^2/R$. That slope would come from the quantum response of its surface and would not justify the fixed image cutoff. Conversely, a slope other than one half does not refute the classical result, which is one contribution to the total. For small clusters, terms of order $1/R^2$ change the measured slope as well.

The same jellium calculation checks the charging energy. At fixed background, $1/(I-A)$ grows with $R$ with slope 1.001 or 1.002 for the two weights. The intercepts of these straight-line fits are 0.40 Å and 0.96 Å (the latter becomes 0.93 Å without the restriction to a trial profile). Because the slopes are slightly above 1, the excess of the charging radius over $R$ drifts with size: at the unrestricted minimum it rises from 0.40 Å at $R=10$ Å to 0.42 Å at 27000 electrons for weight 1/9, and from 0.94 Å to 0.99 Å for weight 1. It lowers $e^2/(2R)$ in the example by 0.03 eV or 0.06 eV. This correction is of order $1/R^2$ and leaves the leading coefficient unchanged.

Shell structure is a further effect at this size. Take free electrons in a sphere whose hard wall lies 1.3 Å outside $R$, which keeps the density in the interior close to that of the metal. The highest occupied level then has an rms spread of 0.17 eV between 70 and 158 electrons, and a full range of 0.62 eV. The rms spread is about as large as the disputed 0.18 eV. The thermal energy at 300 K is much smaller, 0.026 eV. Ionic structure, facets and changes of shape are not included in any of these estimates. One ionisation energy of a cluster of this size therefore cannot settle the classical coefficient. The derivation can, because it concerns a defined limit: a large sphere with a fixed work function and classical charging.

The numerical output below gives most of these values to more digits. It does not include the unrestricted jellium minimum or the affinity from the full image expression.

## Computed results

```
conductor energy, formula minus fit, largest: 4.4e-12 e^2/R
curvature coefficient of work above fixed d: 3/8 e^2/R
screening sphere, energies in e^2/lam:
  R/lam=12: extraction, shells 0.54544, formula 0.54545
  R/lam=24: extraction, shells 0.52169, formula 0.52174
multipole response, largest error: 9.1e-06
binding at surface of screening plane: 0.33333 e^2/lam
large sphere: R/lam=4000, d/lam=40
  curvature work above d: 0.37568 e^2/R
  curvature work below d: 0.12444 e^2/R
  sum: 0.50013 e^2/R
sodium-like example (rough typical inputs):
  R = 10.0 angstrom, W = 2.80 eV, rs = 4.0 bohr
  number of electrons: 105
  e^2 = 14.3996 eV angstrom; e^2/R = 1.4400 eV
  e^2/(2R) = 0.7200 eV; 3e^2/(8R) = 0.5400 eV
  missing e^2/(8R) = 0.1800 eV
  I classical = 3.520 eV
  I with 3/8 = 3.340 eV
  A classical = 2.080 eV
  A with 5/8 = 1.900 eV
  image cutoff d0 = 1.2857 angstrom
  full image work from d0 = 3.3415 eV
  cutoff giving 1/2 = 1.2088 angstrom
  shift needed = -0.0769 angstrom
  estimate -d0^2/(2R) = -0.0826 angstrom
  screening length lam = 0.6770 angstrom
  plane binding at d0: image 2.800 eV, screened 1.851 eV
neglected effects, jellium functional with trial profile:
  Weizsaecker weight 0.111: W = 2.620 eV
    c = -0.0677; 1/2 + c = 0.4323
    shift of c: smallest size dropped 0.0007, step doubled 0.00000
    c e^2/R in example = -0.0975 eV
    charging radius: slope 1.0008, offset 0.399 angstrom
    change of e^2/(2R) by offset = -0.0276 eV
  Weizsaecker weight 1.000: W = 3.632 eV
    c = -0.3228; 1/2 + c = 0.1772
    shift of c: smallest size dropped -0.0001, step doubled 0.00002
    c e^2/R in example = -0.4648 eV
    charging radius: slope 1.0024, offset 0.964 angstrom
    change of e^2/(2R) by offset = -0.0633 eV
shells, hard sphere, N = 70 to 158:
  Fermi energy 3.132 eV, mean top level 3.165 eV
  top level: rms spread 0.167 eV, full range 0.620 eV
thermal energy at 300 K: 0.0259 eV
```
